# Exponential Transmission Decay in an Atomic Chain from Its Complex Wavevector

Q: A line of atoms joins two electrodes, and the Fermi energy lies outside the band of the line. There are no travelling states there. Why should the line have a wavevector at all, let alone one that fixes its transmission?

A: Take one orbital per site, orthogonal to the others, with site energy $\varepsilon_0$, real nearest-neighbour hopping $h$ and spacing $a$. Away from the ends, an electron of energy $E$ has site amplitudes obeying

$$(E-\varepsilon_0)\psi_j=h(\psi_{j+1}+\psi_{j-1}).$$

This equation holds at any energy. Trying $\psi_j=e^{ikaj}$ and writing $\Delta=E-\varepsilon_0$ gives

$$\Delta=2h\cos(ka).$$

Outside the band $|\Delta|>2|h|$, so no real $k$ works. Put $ka=x+iy$, with $x$ and $y$ real:

$$\cos(x+iy)=\cos x\cosh y-i\sin x\sinh y.$$

The left side must equal the real number $\Delta/2h$, so either $y=0$ or $\sin x=0$. The first choice gives a cosine no larger than 1 in size and is excluded. Hence $x=0$ if $h\Delta>0$ and $x=\pi$ if $h\Delta<0$. In both cases $y=\pm\theta$, where

$$\cosh\theta=\frac{|\Delta|}{2|h|},\qquad \theta=\kappa a>0 .$$

One solution shrinks by $e^{-\theta}$ per site and the other grows by $e^{\theta}$. An infinite chain must reject both, since each diverges at one end. A finite chain may contain both.

Q: That is my difficulty. If the growing solution is allowed, you cannot simply square the shrinking one and call it the transmission.

A: Agreed; the ends have to be solved. Let each electrode be a semi-infinite chain with one open channel. On the left, let its site energy be $e_L$, its hopping $h_L$ and its coupling to site 1 $c_L$. With time factor $e^{-iEt/\hbar}$, write

$$\psi_j=e^{iqj}+re^{-iqj}\quad(j\le0),\qquad E-e_L=2h_L\cos q .$$

The incoming wave moves right at $v_L=-2h_L\sin q/\hbar>0$ sites per unit time. At site 0,

$$(E-e_L)(1+r)=h_L(e^{-iq}+re^{iq})+c_L\psi_1 .$$

Substituting $E-e_L=h_L(e^{iq}+e^{-iq})$ and cancelling leaves $h_L(e^{iq}+re^{-iq})=c_L\psi_1$. Therefore

$$\psi_0=1+r=1-e^{2iq}+\frac{c_L}{h_L}e^{iq}\psi_1 .$$

Site 1 receives the term $c_L\psi_0$. The part proportional to $\psi_1$ is a self-energy $\Sigma_L$, and the rest is a source $S$:

$$\Sigma_L=\frac{c_L^2e^{iq}}{h_L},\qquad S=c_L(1-e^{2iq})=-2ic_Le^{iq}\sin q .$$

On the right the wave is $\tau e^{ip(j-N-1)}$ for $j\ge N+1$. The same cancellation at site $N+1$ gives $\tau=c_Re^{ip}\psi_N/h_R$, and so $\Sigma_R=c_R^2e^{ip}/h_R$. The $N$ chain amplitudes now obey $M\psi=S\,\mathbf e_1$. Here $\mathbf e_1$ is the unit vector on site 1, and $M$ is $E$ minus the chain Hamiltonian, with $\Sigma_L$ and $\Sigma_R$ subtracted from its first and last diagonal entries. With $G=M^{-1}$, which is symmetric, $\psi_N=G_{1N}S$.

Transmission is the ratio of outgoing to incoming flow:

$$T=|\tau|^2\frac{v_R}{v_L}
=\frac{c_R^2}{h_R^2}|G_{1N}|^2\,4c_L^2\sin^2q\;\frac{h_R\sin p}{h_L\sin q}.$$

Define $\Gamma=-2\,\mathrm{Im}\,\Sigma$ at each end. Then $\Gamma_L=-2c_L^2\sin q/h_L$, with the matching form on the right, and the expression becomes

$$T=\Gamma_L\Gamma_R|G_{1N}|^2 .$$

Both $\Gamma$ are positive because both velocities are.

Q: You have moved the problem into a matrix inverse. Where does the complex wavevector enter it?

A: Through the determinant. The matrix $M$ is tridiagonal, with $-h$ beside the diagonal. To find $G_{1N}$, delete its last row and first column. What remains is lower triangular with $-h$ on its diagonal, so its determinant is $(-h)^{N-1}$. The cofactor sign $(-1)^{N+1}$ cancels the minus signs:

$$G_{1N}=\frac{h^{N-1}}{D_N},\qquad D_N=\det M .$$

Let $P_n$ be the determinant for $n$ sites without contacts. Since $D_N$ is linear in its first and in its last diagonal entry,

$$D_N=P_N-(\Sigma_L+\Sigma_R)P_{N-1}+\Sigma_L\Sigma_RP_{N-2}.$$

Expanding $P_n$ along its last row gives

$$P_n=\Delta P_{n-1}-h^2P_{n-2},\qquad P_0=1,\quad P_{-1}=0 .$$

Let $s$ be the sign of $\Delta$ and set $P_n=(s|h|)^np_n$. Dividing the recurrence by $(s|h|)^n$ yields

$$p_n=2\cosh\theta\,p_{n-1}-p_{n-2}.$$

The identity $\sinh[(n+1)\theta]+\sinh[(n-1)\theta]=2\cosh\theta\sinh(n\theta)$, with the starting values, then gives

$$p_n=\frac{\sinh[(n+1)\theta]}{\sinh\theta}.$$

Q: So both exponentials survive. Show me that the contacts cannot remove the one you need.

A: Put $\sigma=s\Sigma/|h|$ for each contact. The determinant becomes

$$D_N=\frac{(s|h|)^N}{\sinh\theta}\Big\{\sinh[(N+1)\theta]-(\sigma_L+\sigma_R)\sinh(N\theta)+\sigma_L\sigma_R\sinh[(N-1)\theta]\Big\}.$$

Write each hyperbolic sine as half the difference of two exponentials. The coefficient of $e^{(N+1)\theta}/2$ is

$$1-(\sigma_L+\sigma_R)e^{-\theta}+\sigma_L\sigma_Re^{-2\theta}=A_LA_R,\qquad A=1-\sigma e^{-\theta}.$$

The coefficient of $-e^{-(N+1)\theta}/2$ is likewise $B_LB_R$, with $B=1-\sigma e^{\theta}$. Thus

$$T=\frac{\Gamma_L\Gamma_R}{h^2}\,
\frac{4\sinh^2\theta}{\left|e^{(N+1)\theta}A_LA_R-e^{-(N+1)\theta}B_LB_R\right|^2}.$$

Now $\mathrm{Im}\,A=s\Gamma e^{-\theta}/(2|h|)$, which is nonzero for an open contact. Neither $A$ can vanish, so the first term in the denominator wins for large $N$. At fixed energy and fixed contacts,

$$T\to C e^{-2N\theta},\qquad
C=\frac{\Gamma_L\Gamma_R}{h^2}\frac{4\sinh^2\theta\,e^{-2\theta}}{|A_LA_R|^2}.$$

Writing the exponent as $-\beta Na$ gives the decay rate:

$$\boxed{\beta=2\kappa=\frac{2}{a}\,\mathrm{arccosh}\!\left(\frac{|E_F-\varepsilon_0|}{2|h|}\right)}$$

The factor 2 comes from squaring an amplitude. The amplitude itself keeps the full complex wavevector: $G_{1,N+1}/G_{1N}=hD_N/D_{N+1}$ tends to $\mathrm{sgn}(h\Delta)e^{-\theta}=e^{ika}$, taken with the decaying root.

Q: How long is "long"? An asymptotic law is of little use if the chain has four atoms.

A: The ratio of the full transmission to its asymptotic form is $1/|1-\rho|^2$, where

$$\rho=e^{-2(N+1)\theta}\frac{B_LB_R}{A_LA_R}.$$

The law needs $|\rho|\ll1$. A weakly coupled state bound at an end of the chain, close to $E_F$, can make an $A$ small and postpone this regime.

Consider a memory cell in which a conducting filament through an oxide has been broken and a short line of defect sites spans the gap. I take rough model values, not those of a particular oxide: $a=0.30$ nm, $h=-0.40$ eV and a defect level 1.20 eV above $E_F$. Each contact has $\Sigma=-i\Gamma/2$ with $\Gamma=0.40$ eV, independent of energy. The near band edge is $1.20-0.80=0.40$ eV above $E_F$. Then

$$\cosh\theta=\frac{1.20}{0.80}=1.5,\quad \theta=0.9624,\quad
\beta=\frac{2(0.9624)}{0.30\ \mathrm{nm}}=6.42\ \mathrm{nm}^{-1},$$

or $6.42\times10^9\ \mathrm{m^{-1}}$. Each added site multiplies $T$ by $e^{-2\theta}=0.146$. For the prefactor, $\sinh^2\theta=1.5^2-1=1.25$ and $|A|^2=1+0.25(0.1459)=1.0365$, so

$$C=\frac{4(1.25)(0.1459)}{(1.0365)^2}=0.679 .$$

Solving the matrix equation numerically gives the middle column below.

| $N$ | $T$ from matrix | $Ce^{-\beta Na}$ |
|---|---|---|
| 1 | $1.000\times10^{-1}$ | $9.907\times10^{-2}$ |
| 2 | $1.448\times10^{-2}$ | $1.445\times10^{-2}$ |
| 4 | $3.077\times10^{-4}$ | $3.077\times10^{-4}$ |

For these contacts the asymptotic form is already within 1% of the full value at one site. With two spin directions the conductance at $N=4$ is $(2e^2/h_{\mathrm P})T$, where $h_{\mathrm P}$ is Planck's constant:

$$77.48\ \mu\mathrm S\times3.077\times10^{-4}=23.8\ \mathrm{nS},$$

a resistance of about 42 MΩ.

Q: I would have used the ordinary barrier formula with an effective mass. Is the inverse hyperbolic cosine worth the trouble?

A: The barrier formula is its near-edge limit. Let $\delta=|\Delta|-2|h|$ be the distance to the nearest edge. Then

$$\cosh\theta-1=2\sinh^2(\theta/2)=\frac{\delta}{2|h|},\qquad
\theta=2\,\mathrm{arcsinh}\!\left(\tfrac12\sqrt{\delta/|h|}\right).$$

For $\delta\ll|h|$ this becomes $\theta\simeq\sqrt{\delta/|h|}$. Near the edge the band energy departs from its edge value by $|h|a^2k^2$, with $k$ measured from the edge. Equating this to $\hbar^2k^2/2m^*$ gives $m^*=\hbar^2/(2|h|a^2)$, and hence

$$\kappa\simeq\frac{\sqrt{2m^*\delta}}{\hbar}.$$

Since $\mathrm{arcsinh}\,u<u$ for $u>0$, this overestimates $\kappa$. In the example $m^*$ is 1.06 electron masses and $\delta=|h|$, outside the strict limit. The formula gives $\beta=6.67\ \mathrm{nm}^{-1}$, 4% above the tight-binding value.

Far from the band, $2\cosh\theta\simeq e^\theta$ and $\beta\simeq(2/a)\ln|\Delta/h|$. Each further site then costs one factor $|h/\Delta|$ in amplitude. Here that estimate is $7.32\ \mathrm{nm}^{-1}$, 14% too high. It errs upwards because it drops $e^{-\theta}$ from $2\cosh\theta=e^\theta+e^{-\theta}$.

Q: And if the Fermi level reaches the band?

A: At the edge $\theta\to0$ and $p_n\to n+1$, so

$$\frac{D_N}{(s|h|)^N}=N(1-\sigma_L)(1-\sigma_R)+1-\sigma_L\sigma_R .$$

For the open contacts used here $T$ falls as $1/N^2$ at large $N$, not exponentially. With the level moved to put $E_F$ at the edge, and $h$ and the contacts held fixed, the matrix gives $T(400)/T(800)=3.99$.

Inside the band set $\theta=i\varphi$, with $\varphi$ real. Then $p_n=\sin[(n+1)\varphi]/\sin\varphi$ is bounded in size by $1/|\sin\varphi|$, and

$$T\ge\frac{\Gamma_L\Gamma_R\sin^2\varphi}{h^2(1+|\sigma_L|)^2(1+|\sigma_R|)^2}.$$

This floor does not depend on $N$, so an ordered chain has no exponential decay there.

The approach to the edge also shows how sensitive the decay rate is. Differentiating $\cosh\theta=|\Delta|/2|h|$ at fixed $h$ and $a$ gives

$$\frac{d\beta}{d|\Delta|}=\frac{1}{a|h|\sinh\theta}=7.45\ \mathrm{nm^{-1}\,eV^{-1}}$$

for the example. To first order, a level error of 0.1 eV changes $\beta$ by about $0.75\ \mathrm{nm}^{-1}$, or 12%.

Q: A memory cell is warm. Electrons in the thermal tail can use the band, where you have just shown there is no exponential decay.

A: Yes, and this limits the law from the long side. At finite temperature the linear conductance is

$$\frac{2e^2}{h_{\mathrm P}}\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE,$$

where $f$ is the Fermi function. At each fixed energy outside the band, transmission falls exponentially with $N$, while the in-band part carries a small thermal weight but has a transmission floor at each interior energy. For a long enough coherent chain, the band must win.

Numerical integration for the example at $N=4$ multiplies the zero-temperature conductance by 1.09 at 300 K and 1.14 at 358 K. The factor first exceeds 2 at $N=9$ and $N=7$ respectively. Not all of this increase is band transport, because electrons above $E_F$ but below the band edge also tunnel more easily. In-band energies supply less than 0.1% of the conductance at $N=4$ at either temperature, but 45% at $N=9$ and 300 K, and 19% at $N=7$ and 358 K. The four-site result is therefore almost entirely tunnelling, but its $\beta$ should not be extended to a warm chain twice as long. At 300 K the local decay rate of the conductance is $6.23\ \mathrm{nm}^{-1}$ between four and five sites, but only $4.23\ \mathrm{nm}^{-1}$ between eight and nine.

Q: You also assumed a vanishing voltage. Nobody reads a memory cell at zero volts.

A: Apply 0.20 V across the contact-to-contact length, taken as $(N+1)a=1.50$ nm. The mean field is 1.33 MV/cm. Let the electrode potentials be $\pm0.10$ eV about $E_F$, let the site energies follow a linear drop, and keep the contacts fixed. Integrating the zero-temperature transmission over the 0.20 eV window gives 5.44 nA. The linear estimate is $23.84\ \mathrm{nS}\times0.20\ \mathrm V=4.77$ nA, so the finite bias raises the current by 14%. This figure belongs to the symmetric linear drop. If instead all four levels follow the electrode raised by 0.10 eV, the current is 0.52 times the linear estimate; if they follow the lowered electrode, it is 2.8 times. Where the voltage drops can therefore matter more than the 14% suggests.

Q: Those are mild corrections. Defects in an oxide do not form a perfect row, and electrons can hop past a neighbour.

A: Those assumptions matter more. I drew 4000 random four-site chains for each kind of disorder, with independent Gaussian variations. A site-energy spread of 0.10 eV gives $\ln T$ a standard deviation of 0.40. A 20% spread in the hoppings gives 0.92, so one standard deviation is a factor of about 2.5 in $T$. These sample values are uncertain in the last digit; much larger samples give 0.41 and 0.94. The spreads themselves are illustrative: a site-energy spread of 0.3 eV gives about 1.5.

A second-neighbour hopping $h_2$ changes the dispersion to

$$\Delta=2h\cos(ka)+2h_2\cos(2ka).$$

Take $h_2=-0.04$ eV, with the other parameters fixed. Using $\cos(2ka)=2\cos^2(ka)-1$ gives a quadratic with roots $\cos(ka)=1.275$ and $-6.275$. The first decays more slowly and controls a long chain. It lowers $\beta$ to $4.84\ \mathrm{nm}^{-1}$, 25% below the nearest-neighbour value. Part of this change is a band edge moved to $1.20-0.80-0.08=0.32$ eV above $E_F$.

Q: Could the current avoid the defects and tunnel straight through the oxide?

A: For a host barrier of 2.5 eV and a host mass of 0.40 electron masses, both rough choices, the effective-mass formula gives $\beta=10.2\ \mathrm{nm}^{-1}$. Over 1.50 nm its exponential factor is $3.2\times10^{-3}$ of the chain's. With equal prefactors, some 310 parallel host channels would match one chain. With these two choices a single host path is negligible. A wide gap face offers many, but electrons moving partly sideways tunnel less easily. Summing over their transverse momenta, with the same mass in all directions, gives about 0.3 effective channels per nm² of face. Matching one chain would then take roughly 1000 nm², a face some 30 nm across. This estimate is exponentially sensitive to the host parameters, and 2.5 eV is far from the band edge, where the effective-mass formula tends to overestimate $\kappa$. A two-band form, which multiplies $\kappa^2$ by $1-2.5/5.7$ for an assumed gap of 5.7 eV, gives $\beta=7.7\ \mathrm{nm}^{-1}$, about 7 channels and a face of about 30 nm². Halving the host mass instead gives $7.2\ \mathrm{nm}^{-1}$, 3 to 4 channels and about 17 nm². Direct tunnelling cannot be dismissed for a real oxide without its own mass, barrier and gap.

Q: Then what may I say about a real cell?

A: Nanometre gaps and read voltages of a few tenths of a volt are reasonable rough values for filamentary oxide cells. The 42 MΩ is the resistance of one chain; parallel paths would lower it. The hopping of 0.40 eV presumes closely packed defects, and it would be smaller for defects farther apart. Real gaps break the assumption of a uniform row, which in this model moves $T$ by the factor of about 2.5 found above for a 20% hopping spread. They may also break the assumption of elastic transport: phonon-assisted hopping, charging of the defects and motion of the atoms are not included, and I have no number for them. The derived $\beta$ describes coherent tunnelling through an ordered chain. Minus the slope of $\ln G$ against gap length, measured at low temperature and small bias, can be identified with it when that mechanism dominates and the level offset, hopping and contacts stay fixed as the gap changes. In this model warmth lowers the slope even while tunnelling dominates. Bias lowers it for a symmetric drop, but the sign depends on where the voltage falls: with the levels tied to the raised electrode, the slope between four and five sites at 0.20 V rises to $6.93\ \mathrm{nm}^{-1}$, and with them tied to the lowered electrode it falls to $5.28\ \mathrm{nm}^{-1}$. Between four and five sites in the example, the decay rate is $6.23\ \mathrm{nm}^{-1}$ at 300 K and small bias, and $6.16\ \mathrm{nm}^{-1}$ for the current at 0.20 V and zero temperature with the linear drop, against $\beta=6.42\ \mathrm{nm}^{-1}$.

All numerical values are calculated from the stated model.
